**Well shape from the ratio of two subband spacings**

The program studies r = (E₃ − E₂)/(E₂ − E₁), where E₁, E₂ and E₃ are the lowest subband energies of one ladder. Grid diagonalization confirms r = 5/3 for hard walls, 1 for a parabola and 0.819 for a linear potential Fz against a hard wall, where F is the force on the electron. It also asserts the levels aₙ(F²/2m)^(1/3), with m the confinement mass and −aₙ the zeros of the Airy function Ai. Random sampling confirms the error formulas used to compare the shapes. For the synthetic readings r is 0.814 ± 0.038, which fits the triangle and misses the parabola by 4.5 standard deviations. A sech² well with r = 0.818 shows that the ratio does not fix the shape uniquely. The program also sizes corrections for a silicon-oxide channel and asserts that each computed r stays nearer the triangular value than the parabolic one. The output shows that a level from the second valley ladder, counted as the second level with the true E₂ as the third, would give a false ratio of 0.150.

## Numerical verification

```python
"""
Result under test: for the three lowest subband energies E1, E2, E3 of one
ladder, r = (E3-E2)/(E2-E1) is 5/3 for hard walls, 1 for a parabola and
(a3-a2)/(a2-a1) = 0.819 for a linear potential against a hard wall.
a_n: Airy zeros, Ai(-a_n) = 0; F: force on the electron (field);
m: confinement mass; s = (F^2/2m)^(1/3): energy scale; l = s/F: length scale.
Algebra in atomic units (hbar = e = electron mass = 1).
The ratio selects among candidates; a counterexample shows it is not unique.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
FIELD = const.physical_constants["atomic unit of electric field"][0] / 1e8  # MV/cm


def levels(potential, left, right, mass=1.0, count=3, points=4000):
    """Lowest states by finite differences, wavefunction zero at both ends."""
    z = np.linspace(left, right, points + 2)[1:-1]
    h = z[1] - z[0]
    hop = 1.0 / (mass * h * h)
    energy, psi = eigh_tridiagonal(hop + potential(z),
                                   -0.5 * hop * np.ones(points - 1),
                                   select="i", select_range=(0, count - 1))
    return energy, psi / np.sqrt(h), z


def ratio(e):
    return (e[2] - e[1]) / (e[1] - e[0])


# ---- the three ideal shapes, and close relatives, by diagonalization
a = -ai_zeros(4)[0]
r_hard, r_par, r_tri = 5 / 3, 1.0, ratio(a)
assert abs(ratio(levels(lambda z: 0 * z, 0, 1)[0]) - r_hard) < 1e-5
assert abs(ratio(levels(lambda z: z**2 / 2, -9, 9)[0]) - r_par) < 1e-4
assert abs(ratio(levels(lambda z: z**2 / 2, 0, 9)[0]) - r_par) < 1e-4
tri_grid = levels(lambda z: z, 0, 16, count=4)[0]
assert abs(ratio(tri_grid) - r_tri) < 1e-4
r_vee = ratio(levels(np.abs, -14, 14)[0])
assert r_vee < r_tri - 0.05
a_phase = (3 * np.pi * (4 * np.arange(1, 4) - 1) / 8) ** (2 / 3)
assert np.max(np.abs(a_phase / a[:3] - 1)) < 0.01

# semiclassical growth law, tried on a quartic well: exponent 2p/(p+2) = 4/3
quartic = levels(lambda z: z**4, -6, 6, count=31)[0]
slope = np.log(quartic[30] / quartic[20]) / np.log(30.5 / 20.5)
assert abs(slope - 4 / 3) < 0.003


# ---- finite square well, half width 1, depth x0^2/2
def square_levels(x0):
    x = [brentq(lambda x: x + np.arcsin(x / x0) - n * np.pi / 2, 0, x0)
         for n in (1, 2, 3)]
    return np.array(x) ** 2 / 2


square_grid = levels(lambda z: np.where(np.abs(z) > 1, 12.5, 0.0), -5, 5)[0]
assert abs(ratio(square_grid) - ratio(square_levels(5.0))) < 1e-3
depths = np.pi * np.geomspace(1 + 1e-8, 100, 200)
r_square = np.array([ratio(square_levels(x0)) for x0 in depths])
assert np.all(np.diff(r_square) > 0) and abs(r_square[-1] - r_hard) < 1e-3

# ---- counterexample: sech^2 well with lambda = 6
sech = levels(lambda z: -21 / np.cosh(z) ** 2, -8, 8, count=4)[0]
sech_formula = -(6.0 - np.arange(4)) ** 2 / 2
assert np.max(np.abs(sech - sech_formula)) < 2e-3
r_sech = ratio(sech_formula)
assert abs(r_sech - r_tri) < 1e-3
next_tri, next_sech = ratio(a[1:]), ratio(sech_formula[1:])
assert abs(ratio(tri_grid[1:]) - next_tri) < 1e-4

# ---- worked example: readings in eV from an unknown common zero
reading = np.array([0.100, 0.159, 0.207])
sigma = 0.001
mass = 0.9
d1, d2 = np.diff(reading)
r_obs = ratio(reading)


def spread(q):
    """Standard deviation of (E3-E2) - q (E2-E1)."""
    return sigma * np.sqrt(2 * (1 + q + q * q))


noise = np.random.default_rng(1).normal(0, sigma, (200000, 3))
shapes = [("hard walls", r_hard), ("parabola", r_par), ("triangle", r_tri)]
for name, q in shapes:
    sample = noise[:, 2] - noise[:, 1] - q * (noise[:, 1] - noise[:, 0])
    assert abs(np.std(sample) / spread(q) - 1) < 0.01
scores = {name: (d2 - q * d1) / spread(q) for name, q in shapes}
assert abs(scores["triangle"]) < 1 and abs(scores["parabola"]) > 3
r_error = spread(r_obs) / d1
r_sample = ratio((reading + noise).T)
assert abs(np.std(r_sample) / r_error - 1) < 0.03   # linearized error formula

scale = (reading[2] - reading[0]) / (a[2] - a[0])          # eV
s = scale / HARTREE
F = np.sqrt(2 * mass * s**3)
length = s / F
edge = reading[0] - a[0] * scale
F_rel_error = 1.5 * np.sqrt(2) * sigma / (reading[2] - reading[0])
far = 20 * length


def linear(z):
    return F * z


base, psi_base, z_grid = levels(linear, 0, far, mass)
assert np.max(np.abs(base / (a[:3] * s) - 1)) < 1e-4
assert np.max(np.abs(edge + base * HARTREE - reading)) < sigma

# ---- neglected effects; rough round values for a silicon-oxide channel
eps_s, eps_ox = 11.7, 3.9
barrier, mass_ox, oxide = 3.0, 0.5, 50.0       # eV, -, angstrom
bending, gap, alpha = 0.9, 1.1, 0.5            # V, eV, 1/eV
mass_other = 0.2                               # second valley ladder


def kappa(e):
    return np.sqrt(2 * mass_ox * (barrier / HARTREE - e))


def wall_mismatch(e):
    ai, slope_ai = airy(-e / s)[:2]
    return ai - mass_ox / (mass * kappa(e) * length) * slope_ai


soft = []
for n in range(3):
    shift = F * mass_ox / (mass * kappa(a[n] * s))
    soft.append(brentq(wall_mismatch, a[n] * s - 3 * shift, a[n] * s))
r_soft = ratio(soft)
log_leak = -2 * kappa(base[0]) * oxide / BOHR / np.log(10)

width = 2 * bending / HARTREE / F


def curved(z):
    return F * z - F * z**2 / (2 * width)


def image(z):
    return (eps_s - eps_ox) / (eps_s + eps_ox) / (4 * eps_s * z)


r_curved = ratio(levels(curved, 0, far, mass)[0])
r_image = ratio(levels(lambda z: linear(z) + image(z), 0, far, mass)[0])


def charged(density_cm2, background):
    """Self-consistent electrostatic field of electrons in the lowest level."""
    density = density_cm2 * (BOHR * 1e-8) ** 2
    extra, old = 0.0, 0.0
    for _ in range(20):
        e, psi, z = levels(lambda z: background(z) + extra, 0, far, mass)
        change, old = abs(e[0] - old), e[0]
        used = background(z) + extra
        h = z[1] - z[0]
        inside = np.cumsum(psi[:, 0] ** 2) * h
        extra = 4 * np.pi * density / eps_s * np.cumsum(1 - inside) * h
    assert change < 1e-7
    return e, psi, z, used


r_weak = ratio(charged(1e11, linear)[0])
r_strong = ratio(charged(1e12, linear)[0])


def nonparabolic(e, psi, z, v):
    """First-order shift -alpha <T^2>, with T psi = (E-V) psi."""
    h = z[1] - z[0]
    t2 = np.array([np.sum(((e[n] - v) * psi[:, n]) ** 2) * h for n in range(3)])
    return e - alpha * HARTREE * t2


r_nonpar = ratio(nonparabolic(base, psi_base, z_grid, linear(z_grid)))
r_all = ratio(nonparabolic(*charged(1e11, lambda z: curved(z) + image(z))))
for value in (r_soft, r_curved, r_image, r_weak, r_strong, r_nonpar, r_all):
    assert value < (r_tri + r_par) / 2     # still nearer triangle than parabola

other = a[0] * (F**2 / (2 * mass_other)) ** (1 / 3)
other_grid = levels(linear, 0, far, mass_other)[0][0]
assert abs(other_grid / other - 1) < 1e-4
r_wrong = ratio(np.sort([base[0], other, base[1]]))
width_m = width * BOHR * 1e-10
doping = (const.epsilon_0 * eps_s * F * FIELD * 1e8
          / (const.e * width_m) / 1e6)
kT = const.k * 300 / const.e
assert bending < gap

# ---- report
print("Airy zeros a1..a4:", np.round(a, 5))
print("phase-integral a1..a3:", np.round(a_phase, 4))
print(f"phase-integral ratio: {ratio(a_phase):.4f}")
print(f"ideal r: hard {r_hard:.4f}, parabola {r_par:.4f}, triangle {r_tri:.4f}")
print(f"r of symmetric V without wall: {r_vee:.4f}")
print(f"r of finite square well, third level just bound: {r_square[0]:.3f}")
print(f"r of sech^2 well, lambda=6: {r_sech:.4f}")
print(f"next ratio (E4-E3)/(E3-E2): triangle {next_tri:.4f}, sech^2 {next_sech:.4f}")
print("readings (eV):", reading, f" error each (eV): {sigma}")
print(f"lower, upper spacing (eV): {d1:.3f}, {d2:.3f}")
print(f"observed r: {r_obs:.3f} +- {r_error:.3f}")
for name, q in shapes:
    print(f"{name}: E3 predicted from E1,E2 {reading[1] + q * d1:.4f} eV, "
          f"D {d2 - q * d1:.4f} eV, sd(D) {spread(q):.4f} eV, "
          f"D/sd {scores[name]:.2f}")
print(f"mass used: {mass} electron masses")
print(f"energy scale s: {scale:.5f} eV")
print(f"field F: {F:.4e} a.u. = {F * FIELD:.3f} MV/cm")
print(f"relative error of F from readings: {100 * F_rel_error:.1f} percent")
print(f"length scale l: {length * BOHR:.2f} angstrom = {length * BOHR / 10:.3f} nm")
print(f"band edge at interface on reading scale: {edge:.4f} eV")
print("levels above edge (eV):", np.round(base * HARTREE, 4))
print("turning points (angstrom):", np.round(a[:3] * length * BOHR, 1))
print(f"E4 predicted: triangle {reading[2] + next_tri * d2:.4f} eV, "
      f"sech^2 {reading[2] + next_sech * d2:.4f} eV")
print(f"sd of (measured - predicted E4), triangle: {spread(next_tri):.4f} eV")
print(f"rough inputs: barrier {barrier} eV, oxide mass {mass_ox}, "
      f"oxide {oxide} angstrom")
print(f"rough inputs: permittivities {eps_s}, {eps_ox}; alpha {alpha} 1/eV")
print(f"rough inputs: band bending {bending} V, gap {gap} eV")
print(f"r with finite oxide barrier: {r_soft:.4f}")
print("level drop from finite barrier (eV):",
      np.round((a[:3] * s - soft) * HARTREE, 4))
print(f"log10 of oxide tunnelling factor exp(-2 kappa d): {log_leak:.1f}")
print(f"depletion width: {width * BOHR:.0f} angstrom, doping {doping:.2e} cm^-3")
print(f"r with depletion curvature: {r_curved:.4f}")
print(f"r with image charge: {r_image:.4f}")
print(f"r with channel charge 1e11 cm^-2: {r_weak:.4f}")
print(f"r with channel charge 1e12 cm^-2: {r_strong:.4f}")
print(f"r with nonparabolic mass: {r_nonpar:.4f}")
print(f"r with curvature, image, 1e11 cm^-2, nonparabolic: {r_all:.4f}")
print(f"second ladder, mass {mass_other}: lowest level {other * HARTREE:.4f} eV above edge")
print(f"false r if that level is taken into the list: {r_wrong:.3f}")
print(f"kT at 300 K: {kT:.4f} eV, exp(-(E2-E1)/kT): {np.exp(-d1 / kT):.3f}")
print("tests ok")
```

Output:

```
Airy zeros a1..a4: [2.33811 4.08795 5.52056 6.78671]
phase-integral a1..a3: [2.3203 4.0818 5.5172]
phase-integral ratio: 0.8148
ideal r: hard 1.6667, parabola 1.0000, triangle 0.8187
r of symmetric V without wall: 0.6898
r of finite square well, third level just bound: 1.143
r of sech^2 well, lambda=6: 0.8182
next ratio (E4-E3)/(E3-E2): triangle 0.8838, sech^2 0.7778
readings (eV): [0.1   0.159 0.207]  error each (eV): 0.001
lower, upper spacing (eV): 0.059, 0.048
observed r: 0.814 +- 0.038
hard walls: E3 predicted from E1,E2 0.2573 eV, D -0.0503 eV, sd(D) 0.0033 eV, D/sd -15.25
parabola: E3 predicted from E1,E2 0.2180 eV, D -0.0110 eV, sd(D) 0.0024 eV, D/sd -4.49
triangle: E3 predicted from E1,E2 0.2073 eV, D -0.0003 eV, sd(D) 0.0022 eV, D/sd -0.14
mass used: 0.9 electron masses
energy scale s: 0.03362 eV
field F: 5.8270e-05 a.u. = 0.300 MV/cm
relative error of F from readings: 2.0 percent
length scale l: 11.22 angstrom = 1.122 nm
band edge at interface on reading scale: 0.0214 eV
levels above edge (eV): [0.0786 0.1374 0.1856]
turning points (angstrom): [26.2 45.9 61.9]
E4 predicted: triangle 0.2494 eV, sech^2 0.2443 eV
sd of (measured - predicted E4), triangle: 0.0023 eV
rough inputs: barrier 3.0 eV, oxide mass 0.5, oxide 50.0 angstrom
rough inputs: permittivities 11.7, 3.9; alpha 0.5 1/eV
rough inputs: band bending 0.9 V, gap 1.1 eV
r with finite oxide barrier: 0.8187
level drop from finite barrier (eV): [0.0027 0.0027 0.0027]
log10 of oxide tunnelling factor exp(-2 kappa d): -26.9
depletion width: 601 angstrom, doping 3.23e+17 cm^-3
r with depletion curvature: 0.8044
r with image charge: 0.8393
r with channel charge 1e11 cm^-2: 0.8156
r with channel charge 1e12 cm^-2: 0.7898
r with nonparabolic mass: 0.8098
r with curvature, image, 1e11 cm^-2, nonparabolic: 0.8137
second ladder, mass 0.2: lowest level 0.1298 eV above edge
false r if that level is taken into the list: 0.150
kT at 300 K: 0.0259 eV, exp(-(E2-E1)/kT): 0.102
tests ok
```
